# Stress-Dependent Thermal Expansion of Films from Temperature-Dependent Biaxial Stiffness

Take a film whose biaxial modulus falls on heating, and assume that its thermal expansion coefficient does not depend on stress. Stretch it cold, heat it under constant tension, release the tension while it is hot, and cool it back to the start. The elastic strain recovered in the hot state exceeds the strain put in when cold, while the two thermal strains cancel. The calculation returns a film shorter than the original, although nothing irreversible has happened. For the model film treated below, a tension of 0.2 GPa and a cycle between 200 and 300 K leave a false strain of \(8.2\times10^{-5}\), and each further cycle adds the same amount. The same assumption gives a wrong mismatch stress when the film is cooled on a substrate.

The remedy is a relation between two measurable slopes: the change of expansion with stress must equal the change of inverse biaxial modulus with temperature.

## Definitions and statement

The film has traction-free faces and carries the same Cauchy stress \(\sigma\) (force per current area, tension positive) in both in-plane directions. It is isotropic in its plane, or cubic with a (001) surface, so that the two in-plane strains are equal. Let \(L(\sigma,T)\) be the length of a line of material in the plane, \(L_r\) a fixed reference length, and

\[
h=\ln\frac{L}{L_r},\qquad
\alpha=\left(\frac{\partial h}{\partial T}\right)_\sigma,\qquad
\frac1M=\left(\frac{\partial h}{\partial\sigma}\right)_T .
\]

Thus \(M\) is the isothermal tangent biaxial modulus. For an isotropic film at small stress, each in-plane strain is \((\sigma-\nu\sigma)/E\), which gives \(M=E/(1-\nu)\), with \(E\) Young's modulus and \(\nu\) Poisson's ratio. The result to be derived is

\[
\boxed{\left(\frac{\partial\alpha}{\partial\sigma}\right)_T
=\left(\frac{\partial(1/M)}{\partial T}\right)_\sigma
=-\frac1{M^2}\left(\frac{\partial M}{\partial T}\right)_\sigma}
\]

The response must be reversible, at fixed composition, and without a phase change in the range considered. The last equality is the derivative of a reciprocal. If \(M\) falls on heating, the right side is positive: tension raises the expansion coefficient and compression lowers it.

## First derivation: the Gibbs energy

**Work.** Let a square patch have side \(L\), thickness \(t\) and volume \(V=L^2t\). The force on each side face is \(\sigma Lt\). When both in-plane lengths grow by \(dL\), the two pairs of faces do the work

\[
2\sigma Lt\,dL=2\sigma V\,\frac{dL}{L}=2\sigma V\,dh .
\]

The free faces do no work, however the thickness changes. Divide by a fixed reference volume \(V_r\) and define \(\tau=\sigma V/V_r\). With \(f\) and \(s\) the Helmholtz energy and entropy per reference volume,

\[
df=-s\,dT+2\tau\,dh .
\]

The factor 2 counts the two loaded directions. The stress conjugate to \(h\) is \(\tau\), not \(\sigma\); the distinction will matter numerically.

**Change of variables.** To make stress an independent variable, set \(g=f-2\tau h\). Then

\[
dg=df-2\tau\,dh-2h\,d\tau=-s\,dT-2h\,d\tau ,
\]

so that \(s=-g_T\) and \(h=-\tfrac12 g_\tau\), where subscripts on \(g\) denote partial derivatives. Equality of the mixed second derivatives of \(g\) gives

\[
\left(\frac{\partial s}{\partial\tau}\right)_T
=2\left(\frac{\partial h}{\partial T}\right)_\tau\equiv2\alpha_\tau .
\]

This is the Maxwell relation in the ordinary sense: a film that expands on heating gains entropy when stretched isothermally.

**One derivative more.** Write \(C=(\partial h/\partial\tau)_T\) for the compliance in the conjugate stress. From \(h=-\tfrac12g_\tau\),

\[
\alpha_\tau=-\tfrac12 g_{\tau T},\qquad C=-\tfrac12 g_{\tau\tau}.
\]

Differentiate the first with respect to \(\tau\) and the second with respect to \(T\). Both give the same third derivative of \(g\):

\[
\left(\frac{\partial\alpha_\tau}{\partial\tau}\right)_T
=-\tfrac12 g_{\tau\tau T}
=\left(\frac{\partial C}{\partial T}\right)_\tau .
\]

The relation is therefore a Maxwell relation of the next order.

**Return to Cauchy stress.** Regard \(\tau\) as a function of \(\sigma\) and \(T\), with derivatives \(\tau_\sigma\), \(\tau_T\) and \(\tau_{\sigma T}\). The chain rule gives

\[
\alpha=\alpha_\tau+C\,\tau_T,\qquad \frac1M=C\,\tau_\sigma .
\]

Differentiating once more, and remembering that \(\alpha_\tau\) and \(C\) depend on \(\tau\) and \(T\),

\[
\frac{\partial\alpha}{\partial\sigma}
=\frac{\partial\alpha_\tau}{\partial\tau}\tau_\sigma
+\frac{\partial C}{\partial\tau}\tau_\sigma\tau_T+C\tau_{\sigma T},
\]
\[
\frac{\partial(1/M)}{\partial T}
=\frac{\partial C}{\partial T}\tau_\sigma
+\frac{\partial C}{\partial\tau}\tau_T\tau_\sigma+C\tau_{\sigma T}.
\]

The last two terms agree in both lines, and the first terms agree by the relation just found. This proves the boxed result.

**The entropy behind it.** For small stress, expand \(g\) at fixed \(T\), with \(h_0\) and \(C_0\) the values of \(h\) and \(C\) at zero stress: \(g=g_0-2h_0\tau-C_0\tau^2\). Its temperature derivative gives

\[
s=s_0+2\frac{dh_0}{dT}\tau+\frac{dC_0}{dT}\tau^2 .
\]

If \(C_0\) rises on heating, the quadratic term is positive. If the film also expands on heating, its entropy rises faster than linearly with tension, and by the Maxwell relation this growing slope is the growing expansion.

## Second derivation: a closed cycle

This derivation uses no energy or entropy. Take the film around a rectangle in the plane of stress and temperature:

1. At \(T_1\), raise the stress from \(\sigma_1\) to \(\sigma_2\).
2. At \(\sigma_2\), heat from \(T_1\) to \(T_2\).
3. At \(T_2\), return the stress to \(\sigma_1\).
4. At \(\sigma_1\), cool to \(T_1\).

Since length is a function of state, the four changes of \(h\) add to zero:

\[
\int_{\sigma_1}^{\sigma_2}\!\frac{d\sigma}{M(\sigma,T_1)}
+\int_{T_1}^{T_2}\!\alpha(\sigma_2,T)\,dT
-\int_{\sigma_1}^{\sigma_2}\!\frac{d\sigma}{M(\sigma,T_2)}
-\int_{T_1}^{T_2}\!\alpha(\sigma_1,T)\,dT=0 .
\]

Collect the expansions on one side:

\[
\int_{T_1}^{T_2}\![\alpha(\sigma_2,T)-\alpha(\sigma_1,T)]\,dT
=\int_{\sigma_1}^{\sigma_2}\!\left[\frac1{M(\sigma,T_2)}-\frac1{M(\sigma,T_1)}\right]d\sigma .
\]

This is the finite form of the result. The extra expansion under load equals the extra elastic strain available at the higher temperature. Now write each bracket as the integral of a derivative:

\[
\int_{T_1}^{T_2}\!\int_{\sigma_1}^{\sigma_2}
\left[\frac{\partial\alpha}{\partial\sigma}-\frac{\partial(1/M)}{\partial T}\right]d\sigma\,dT=0 .
\]

The rectangle is arbitrary. If the continuous integrand were positive at some point, it would be positive on a small rectangle around that point and the integral could not vanish; the same holds for a negative value. The integrand is therefore zero everywhere in the domain, which is the boxed result.

The argument carries over to a wire under uniaxial stress: replace \(1/M\) by \(1/E\) and \(\alpha\) by the expansion along the wire. For an isotropic film at zero stress, \(1/M=(1-\nu)/E\), so

\[
\frac{\partial\alpha}{\partial\sigma}
=-\frac{1-\nu}{E^2}\frac{dE}{dT}-\frac1E\frac{d\nu}{dT}.
\]

If Poisson's ratio is constant, the only temperature slope needed is that of Young's modulus.

## What each derivation assumes

The cycle needs a single-valued length with continuous slopes of \(\alpha\) and \(1/M\). It works directly in Cauchy stress, and would work in any other stress variable used on all four sides. It fails when the film yields, creeps or changes phase hysteretically, because the length then does not close.

The Gibbs derivation assumes more: a free energy and a correctly identified work term. In return it gives the entropy relation, and with it two results that the cycle cannot supply.

The first is the low-temperature limit. Suppose that the entropy tends to a value independent of stress as \(T\to0\), and that its first two stress derivatives tend to zero with it. These derivatives are \(2\alpha_\tau\) and \(2\,\partial C/\partial T\), so the expansion vanishes and the compliance becomes flat in temperature.

The second is the difference between isothermal and adiabatic loading. At zero stress, with the reference volume taken there and \(c\) the heat capacity per volume at constant stress,

\[
ds=\frac cT\,dT+2\alpha\,d\tau .
\]

Setting \(ds=0\) gives \(dT=-(2\alpha T/c)\,d\tau\): if \(\alpha>0\), stretching cools the film. Insert this into \(dh=\alpha\,dT+d\tau/M\) to get the adiabatic modulus \(M_S\):

\[
\frac1{M_S}=\frac1M-\frac{2T\alpha^2}{c}.
\]

A modulus measured by fast vibration may be adiabatic. The subtracted term must then be restored before the temperature derivative is taken.

**Measures of stress and strain.** The identity holds in \(\sigma\) and in \(\tau\), but the coefficients differ. Since \(\tau=\sigma V/V_r\), at zero stress in the reference state \(\tau_T=0\), \(\tau_\sigma=1\), and \(\tau_{\sigma T}=V_r^{-1}\partial V/\partial T=3\alpha\) for a cubic film. The chain-rule expression above becomes

\[
\frac{\partial\alpha}{\partial\sigma}
=\frac{\partial\alpha_\tau}{\partial\tau}+\frac{3\alpha}{M}.
\]

Similarly, let strain be elongation divided by a fixed gauge length \(L_g\). Its temperature derivative is \((L/L_g)\alpha\), whose stress derivative is \((L/L_g)(\partial\alpha/\partial\sigma+\alpha/M)\). The other side, \(\partial[(L/L_g)/M]/\partial T\), gains the same \(\alpha/M\). Mixing the conventions leaves this term uncancelled.

## Cooling on a thick substrate

A well-bonded film follows the substrate, so \(dh=\alpha_s\,dT\), with \(\alpha_s\) the substrate expansion coefficient. Equating this to \(\alpha\,dT+d\sigma/M\) gives

\[
\frac{d\sigma}{dT}=M(\sigma,T)\,[\alpha_s-\alpha(\sigma,T)] .
\]

For linear elasticity, \(h=h_0(T)+\sigma/M_0(T)\), with zero marking unstressed properties. Then \(\alpha=\alpha_0+\sigma\,d(1/M_0)/dT\) and \(M=M_0\). Divide the rate equation by \(M_0\) and move the stress term to the left:

\[
\frac1{M_0}\frac{d\sigma}{dT}+\sigma\frac{d(1/M_0)}{dT}
=\frac d{dT}\!\left(\frac\sigma{M_0}\right)=\alpha_s-\alpha_0 .
\]

With zero stress at \(T_0\), integration gives

\[
\sigma(T)=M_0(T)\,m(T),\qquad
m(T)=\int_{T_0}^{T}(\alpha_s-\alpha_0)\,dT' .
\]

The modulus belongs to the final temperature. If \(\alpha\) is taken as stress-independent, the result is instead \(\sigma_n=\int_{T_0}^{T}M_0\,m'\,dT'\), where \(m'=\alpha_s-\alpha_0\). Integration by parts, with \(m(T_0)=0\), gives the error:

\[
\sigma_n-\sigma=-\int_{T_0}^{T}\frac{dM_0}{dT'}\,m\,dT' .
\]

On cooling a film with \(\alpha_0>\alpha_s\) that stiffens, \(m>0\), \(dM_0/dT'<0\) and \(dT'<0\). The error is negative: the tension is underestimated.

## A model film in numbers

The example is a (001) fcc crystal with nearest-neighbour Morse bonds. Its round parameters put it roughly in the regime of aluminium, but it is not a calculation of that metal. Its free energy \(F\) is the bond energy plus the free energy of quantum harmonic phonons, whose frequencies depend on strain (the quasi-harmonic approximation).

Let \(x_1,x_2\) be the logarithmic in-plane and thickness strains, \(S\) the phonon entropy, and subscripts \(i,j\) strain derivatives. Near zero stress, equilibrium requires

\[
\sum_jF_{ij}\,dx_j-S_i\,dT=2V\,d\sigma\,\delta_{i1}.
\]

Hence \(1/M=2V(F^{-1})_{11}\) and \(\alpha=\sum_j(F^{-1})_{1j}S_j\), where \(F^{-1}\) is the inverse of the matrix \(F_{ij}\). Compliance comes from energy curvature, while expansion also needs the entropy gradient.

At 250 K and zero stress, \(M=101.9\) GPa, \(dM/dT=-0.04197\) GPa/K and \(\alpha=23.4\times10^{-6}\)/K. The predicted coefficient is

\[
\frac{0.04197}{(101.9)^2}=4.04\times10^{-6}\ \mathrm{K^{-1}\,GPa^{-1}} .
\]

Differentiating \(\alpha\) with respect to stress gives 4.0417 in units of \(10^{-6}\,\mathrm{K^{-1}\,GPa^{-1}}\); differentiating \(1/M\) with respect to temperature gives 4.0413. At 0.2 GPa the values are 4.2988 and 4.2985. These digits serve the comparison. A finer phonon mesh changes the coefficient by about 1 percent, so its model value is 4.0. It also raises \(M\) by about 0.1 GPa, \(\alpha\) by less than \(0.02\times10^{-6}\)/K, the mismatch strain found below by about \(1.5\times10^{-6}\), and the linear and clamped film stresses found there by about 0.3 MPa; the last digits of these values serve only to compare results on the same mesh. The conjugate and adiabatic slopes given next, 3.35 and 3.30, would each fall by about 0.05 on the finer mesh.

The choice of measure is visible. In conjugate stress the coefficient is 3.35, and adding \(3\alpha/M=0.69\) restores 4.04. The gauge-length term \(\alpha/M\) is 0.23, or 6 percent of the coefficient. Adiabatic compliance is 1.2 percent below isothermal, yet its temperature slope is 3.30, between 18 and 19 percent too low. The subtracted term \(2T\alpha^2/c\) is small but grows quickly with temperature, through \(T\) itself and through \(\alpha\), which rises from 21.0 to \(25.1\times10^{-6}\)/K between 200 and 300 K; the rise of \(c\) offsets only part of this growth.

To first order, a tension of 0.2 GPa raises \(\alpha\) at 250 K by \(0.2\times4.04=0.81\) in units of \(10^{-6}\)/K. Since the coefficient itself grows with tension, the full rise is 0.83, or 3.6 percent. Heating from 200 to 300 K under that load gives an extra strain of \(83.3\times10^{-6}\), both from equilibrium lengths and from the compliance integral. This is the false strain of the opening cycle; a finer phonon mesh lowers it to \(82.3\times10^{-6}\), the value rounded there.

Now let a 200 nm film, stress-free at 300 K, cool to 200 K on a 500 µm substrate with \(\alpha_s=2.5\times10^{-6}\)/K, a rough value for silicon. The mismatch strain is \(m=2.078\times10^{-3}\) and \(M_0(200\,\mathrm K)=103.96\) GPa, so linear elasticity gives

\[
\sigma=103.96\times2.078\times10^{-3}\ \mathrm{GPa}=216\ \mathrm{MPa}.
\]

Dropping the stress dependence of \(\alpha\) gives 211.6 MPa, lower by 4.4 MPa. The error integral confirms the size: with a constant modulus slope and \(m\) growing linearly, it is \(-\tfrac12(0.0420)(2.078\times10^{-3})(100)\) GPa, or \(-4.4\) MPa.

Clamping the in-plane length of the crystal and relaxing its thickness gives 212.8 MPa directly. This lies closer to the linear result without the Maxwell term than to the one with it. The reason is a second effect of opposite sign: the model film softens under tension. Adding \(\tfrac12k\sigma^2\) to \(h\), with \(k=\partial(1/M)/\partial\sigma=1.40\times10^{-3}\,\mathrm{GPa^{-2}}\) held at its 250 K value, lowers the stress by about

\[
\tfrac12M_0k\sigma^2=\tfrac12(103.96)(1.40\times10^{-3})(0.2127)^2\ \mathrm{GPa}=3.3\ \mathrm{MPa}.
\]

With this softening included, the Maxwell-consistent result is 212.7 MPa, and omission of the Maxwell term gives 208.5 MPa. The last digit depends on the treatment of \(k\): its 200 K value, 4 percent smaller, gives 212.9 MPa, and adding the cubic term in \(\sigma\) brings this to 212.8 MPa. The apparent success of the simpler calculation was a partial cancellation of two errors. At this strain, a correction for temperature-dependent stiffness should be accompanied by one for elastic nonlinearity.

## The real case

Aluminium has a room-temperature expansion coefficient near \(23\times10^{-6}\)/K and a biaxial modulus of roughly 100 GPa, so the model has these two quantities in the right range. Its temperature slope is not as close: literature values of the adiabatic elastic constants of aluminium give a slope of the (001) adiabatic compliance near \(5\times10^{-6}\,\mathrm{K^{-1}\,GPa^{-1}}\), about half again the model's 3.3, so the model coefficient should not be carried over to the metal. The model is elastically more anisotropic than aluminium: with its shear constant estimated from the central-force relation \(C_{44}=C_{12}\), a (111) film of the model has \(M\) near 150 GPa, almost 50 percent above the (001) value, whereas in aluminium the difference is roughly 15 percent. A (111) texture in an aluminium film would raise the estimated stress by about that 15 percent, or 30 MPa. The expansion of silicon also falls on cooling, to roughly \(1.4\times10^{-6}\)/K at 200 K. An average lower by about \(0.4\times10^{-6}\)/K adds \(4\times10^{-5}\) to the mismatch and about 4 MPa to the stress, as much as the Maxwell term.

The assumption of a stress-free start also matters. The calculated stress is 0.71 of a rough yield stress of 300 MPa; an initial tension of 100 MPa would bring the elastic total above it, and the reversible theory would no longer apply. Substrate compliance matters little here. A film in tension with force \(N\) per width compresses a plate of thickness \(H\) and biaxial modulus \(M_s\) by a strain \(N/(M_sH)\), and bending adds three times as much compression at the surface under the film. With \(M_s=180\) GPa the total is 0.09 percent of the mismatch. A rough estimate of grain-boundary diffusion creep, for grains as large as the film thickness and cooling at 10 K/min, gives a strain of \(3\times10^{-6}\), about 0.1 percent of the mismatch. The loaded cycle of the opening is less safe. By the same estimate, heating such a fine-grained film from 200 to 300 K at 0.2 GPa and 10 K/min gives a creep strain of about \(3\times10^{-5}\), more than a third of the false strain. Each minute under load at 300 K would add about as much again, so faster heating helps only if the film is also unloaded quickly. Larger grains creep less, but they also lower the yield stress, which must stay above the applied tension. A lower upper temperature is the simplest remedy, because it reduces the creep far more than the false strain.

The model leaves out phonon–phonon effects beyond the quasi-harmonic level, electronic entropy and many-body metallic bonding. These can change \(\alpha\), \(M\) and their slopes. While the film remains reversible, they cannot change one cross slope without changing the other equally. Most of the model values quoted here are in the numerical output.

## Calculated quantities

```
Morse depth 0.22 eV, decay 1.8 1/A, bond 2.85 A, mass 27.0 u
Lattice parameter at 250 K: 4.0600 A
alpha at 250 K, zero stress: 23.380 1e-6/K
M at 250 K, zero stress: 101.90 GPa
dM/dT at 250 K: -41.97 MPa/K
d ln M/dT at 250 K: -4.118 1e-4/K
Cross slopes at 250 K, in 1e-6/(K GPa):
  d alpha/d sigma, zero stress: 4.0417
  d(1/M)/dT, zero stress: 4.0413
  from four lengths: 4.0416
  d alpha/d sigma at 0.2 GPa: 4.2988
  d(1/M)/dT at 0.2 GPa: 4.2985
  d alpha/d tau, conjugate stress: 3.3533
  d(1/M_tau)/dT, conjugate stress: 3.3531
  stress-measure gap 3 alpha/M: 0.6883
  gauge-length gap alpha/M: 0.2294
  with adiabatic compliance: 3.2968
ds/dtau at 0.2 GPa: 48.137 1e-6/K
2 d ln L/dT at 0.2 GPa: 48.135 1e-6/K
Adiabatic drop of 1/M: 1.245 percent
alpha change at 0.2 GPa: 0.808 1e-6/K
  relative: 3.46 percent
Extra expansion 200-300 K at 0.2 GPa: 83.26 1e-6
  from compliance integral: 83.26 1e-6
Substrate alpha (rough): 2.5 1e-6/K
alpha at 300 K: 25.103 1e-6/K
alpha at 200 K: 21.042 1e-6/K
M at 300 K: 99.77 GPa
M at 200 K: 103.96 GPa
Mismatch strain, 300 to 200 K: 2.0779 1e-3
Film stress at 200 K, in MPa:
  linear, M(200 K) x mismatch: 216.02
  linear, integrated with Maxwell term: 216.02
  linear, Maxwell term dropped: 211.58
  nonlinear, with Maxwell term: 212.73
  nonlinear, Maxwell term dropped: 208.46
  direct, clamped crystal: 212.79
k = d(1/M)/d sigma at 250 K: 1.4008 1e-3/GPa^2
Film 200 nm, substrate 500 um, M_s 180 GPa
Strain taken by substrate: 0.091 percent
Rough yield stress: 300 MPa
Stress / rough yield stress: 0.71
Rough boundary diffusion: 5e-14 m3/s, 0.87 eV
Creep strain, cooling at 10 K/min: 2.93 1e-6
M of (111) film, same model: 149.1 GPa
Mesh error of coefficient: 0.976 percent
```
